# The linearized quasiparticle equation of G0W0 and its leading error: verification in Python

```python
"""
Result under test: the linearized quasiparticle energy
    E_lin = eps_n + Z * Delta,   Delta = <n|Sigma(eps_n) - vxc|n>,
    Z = 1 / (1 - Sigma'_nn(eps_n)),
and its leading error, the sum of
    curvature part : Z^3 Sigma''_nn Delta^2 / 2
    orbital part   : Z sum_{m != n} (M_mn + Z Delta Sigma'_mn)^2 / (eps_n - eps_m)
with M = Sigma(eps_n) - vxc in the Kohn-Sham orbital basis.
Sigma is the G0W0 self-energy, primes are frequency derivatives at eps_n.
Case: highest occupied orbital n of water, PBE start, cc-pVDZ basis.
The scale delta multiplies the static mismatch M; delta = 1 is the molecule.
Hartree atomic units are used unless a label says otherwise.
"""
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# Kohn-Sham starting point
bond, angle = 0.96, 104.5
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="cc-pvdz", unit="Angstrom", verbose=0)
mf = dft.RKS(mol)
mf.xc = "pbe"
mf.conv_tol = 1e-12
mf.chkfile = None
mf.kernel()
assert mf.converged
C, eps = mf.mo_coeff, mf.mo_energy
nmo, nocc = len(eps), mol.nelectron // 2
nvir, n = nmo - nocc, nocc - 1
dm = mf.make_rdm1()
hartree_ao = np.asarray(mf.get_j(mol, dm))
vxc = C.T @ (np.asarray(mf.get_veff(mol, dm)) - hartree_ao) @ C
core_plus_hartree = C.T @ (mf.get_hcore() + hartree_ao) @ C

# Random-phase excitations and the pole form of the self-energy
eri = ao2mo.kernel(mol, C, compact=False).reshape(nmo, nmo, nmo, nmo)
gaps = (eps[None, nocc:] - eps[:nocc, None]).ravel()
pair_eri = eri[:, :, :nocc, nocc:].reshape(nmo * nmo, nocc * nvir)
K = eri[:nocc, nocc:, :nocc, nocc:].reshape(nocc * nvir, nocc * nvir)
root_gap = np.sqrt(gaps)
omega2, vectors = np.linalg.eigh(
    np.diag(gaps**2) + 4 * root_gap[:, None] * K * root_gap[None, :])
excitation = np.sqrt(omega2)
amplitudes = root_gap[:, None] * vectors / np.sqrt(excitation)[None, :]
w = (np.sqrt(2) * pair_eri @ amplitudes).reshape(nmo, nmo, -1)
side = np.where(np.arange(nmo) < nocc, -1.0, 1.0)
poles = eps[:, None] + side[:, None] * excitation[None, :]
sigma_x = -np.einsum("piiq->pq", eri[:, :nocc, :nocc, :])


def sigma(energy, order=0):
    """Self-energy matrix, or its frequency derivative of the given order."""
    factor = (-1)**order * factorial(order) / (energy - poles)**(order + 1)
    corr = (w * factor).reshape(nmo, -1) @ w.reshape(nmo, -1).T
    return corr + sigma_x if order == 0 else corr


# Test of the self-energy: imaginary-frequency integral at midgap
mid = 0.5 * (eps[n] + eps[n + 1])
t, weight = np.polynomial.legendre.leggauss(120)
freq, weight = (1 + t) / (1 - t), weight * 2 / (1 - t)**2
row_integral = np.zeros(nmo)
pairs = pair_eri.reshape(nmo, nmo, -1)
for u, wt in zip(freq, weight):
    chi = np.linalg.inv(np.diag(-(gaps**2 + u**2) / (4 * gaps)) - K)
    screened = np.einsum("mx,qmx->qm", pairs[n] @ chi, pairs)
    green = (mid - eps) / ((mid - eps)**2 + u**2)
    row_integral -= wt / np.pi * screened @ green
integral_gap = np.max(np.abs(row_integral - (sigma(mid) - sigma_x)[n]))
assert integral_gap < 1e-7

# Test of the frequency derivatives by finite differences
sig0, sig1, sig2 = (sigma(eps[n], k) for k in range(3))
h = 1e-3
up, down = sigma(eps[n] + h), sigma(eps[n] - h)
assert np.max(np.abs((up - down)[n] / (2 * h) - sig1[n])) < 1e-4
assert np.max(np.abs((up - 2 * sig0 + down)[n] / h**2 - sig2[n])) < 1e-3

# Linearized energy and leading error coefficients
M = sig0 - vxc
Delta = M[n, n]
Z = 1 / (1 - sig1[n, n])
assert 0 < Z < 1
E_lin = eps[n] + Z * Delta
others = np.arange(nmo) != n
curvature = 0.5 * Z**3 * sig2[n, n] * Delta**2
coupling = (M[:, n] + Z * Delta * sig1[:, n])[others]
orbital = Z * np.sum(coupling**2 / (eps[n] - eps[others]))
lower_pole, upper_pole = poles[:nocc].max(), poles[nocc:].min()


def quasiparticle_root(delta, full):
    """Numerical root of the diagonal or full nonlinear equation."""
    def residual(energy):
        change = delta * M + sigma(energy) - sig0
        if not full:
            return eps[n] + change[n, n] - energy
        values, states = np.linalg.eigh(np.diag(eps) + change)
        return values[np.argmax(np.abs(states[n]))] - energy
    energy = eps[n] + delta * Z * Delta
    for _ in range(60):
        energy += Z * residual(energy)
    assert abs(residual(energy)) < 1e-11
    assert lower_pole < energy < upper_pole
    return energy


def errors(delta):
    """Numerical curvature and orbital parts of the error of E_lin."""
    diagonal = quasiparticle_root(delta, False)
    complete = quasiparticle_root(delta, True)
    return np.array([diagonal - eps[n] - delta * Z * Delta,
                     complete - diagonal])


# Test of both coefficients: second-order limit of the numerical roots
d = 0.02
limit = 2 * errors(d / 2) / (d / 2)**2 - errors(d) / d**2
assert abs(limit[0] / curvature - 1) < 5e-3
assert abs(limit[1] / orbital - 1) < 5e-3

# Test of the perturbation: Hamiltonian built without eps and vxc
E_diag, E_full = quasiparticle_root(1, False), quasiparticle_root(1, True)
direct = np.linalg.eigvalsh(core_plus_hartree + sigma(E_full))
direct_gap = np.min(np.abs(direct - E_full))
assert direct_gap < 1e-5

print(f"O-H distance: {bond:.2f} angstrom; H-O-H angle: {angle:.1f} degree")
print(f"orbitals: {nmo}, occupied: {nocc}, RPA excitations: {len(gaps)}")
print(f"eps_n (PBE): {eps[n]:.6f} hartree = {eps[n]*HARTREE_EV:.3f} eV")
print(f"exchange part of Sigma_nn: {sigma_x[n, n]:.6f} hartree")
print(f"correlation part at eps_n: {sig0[n, n]-sigma_x[n, n]:.6f} hartree")
print(f"Sigma_nn(eps_n): {sig0[n, n]:.6f} hartree")
print(f"vxc_nn: {vxc[n, n]:.6f} hartree")
print(f"Delta: {Delta:.6f} hartree")
print(f"Sigma'_nn(eps_n): {sig1[n, n]:.6f} (no unit)")
print(f"Sigma''_nn(eps_n): {sig2[n, n]:.6f} 1/hartree")
print(f"Z: {Z:.6f} (no unit)")
print(f"shift Z*Delta: {Z*Delta:.6f} hartree")
print(f"nearest pole of Sigma below: {lower_pole:.6f} hartree")
print(f"nearest pole of Sigma above: {upper_pole:.6f} hartree")
for label, value in [("eps_n + Delta (Z set to 1)", eps[n] + Delta),
                     ("E_lin", E_lin), ("E diagonal root", E_diag),
                     ("E full matrix root", E_full)]:
    print(f"{label}: {value:.6f} hartree = {value*HARTREE_EV:.3f} eV")
print(f"leading curvature error: {curvature:.4e} hartree")
print(f"leading orbital error: {orbital:.4e} hartree")
print(f"leading total error: {curvature+orbital:.4e} hartree")
print(f"E_lin + leading total error: {E_lin+curvature+orbital:.6f} hartree")
print("numerical errors of E_lin and leading terms, all in hartree:")
print("delta  curvature  leading    orbital    leading")
for scale in (1.0, 0.5, 0.25, 0.1, 0.02):
    a, b = errors(scale)
    print(f"{scale:5.2f} {a:10.3e} {curvature*scale**2:10.3e}"
          f" {b:10.3e} {orbital*scale**2:10.3e}")
print(f"small-delta limit / curvature formula: {limit[0]/curvature:.6f}")
print(f"small-delta limit / orbital formula: {limit[1]/orbital:.6f}")
print(f"Sigma, poles against integral: {integral_gap:.1e} hartree")
print(f"E full against direct Hamiltonian: {direct_gap:.1e} hartree")
print("verified")
```

Output:

```
O-H distance: 0.96 angstrom; H-O-H angle: 104.5 degree
orbitals: 24, occupied: 5, RPA excitations: 95
eps_n (PBE): -0.224685 hartree = -6.114 eV
exchange part of Sigma_nn: -0.994538 hartree
correlation part at eps_n: 0.060662 hartree
Sigma_nn(eps_n): -0.933876 hartree
vxc_nn: -0.725716 hartree
Delta: -0.208161 hartree
Sigma'_nn(eps_n): -0.102540 (no unit)
Sigma''_nn(eps_n): 0.147228 1/hartree
Z: 0.906996 (no unit)
shift Z*Delta: -0.188801 hartree
nearest pole of Sigma below: -0.505186 hartree
nearest pole of Sigma above: 0.314079 hartree
eps_n + Delta (Z set to 1): -0.432846 hartree = -11.778 eV
E_lin: -0.413486 hartree = -11.252 eV
E diagonal root: -0.410092 hartree = -11.159 eV
E full matrix root: -0.411408 hartree = -11.195 eV
leading curvature error: 2.3800e-03 hartree
leading orbital error: -1.9168e-03 hartree
leading total error: 4.6322e-04 hartree
E_lin + leading total error: -0.413023 hartree
numerical errors of E_lin and leading terms, all in hartree:
delta  curvature  leading    orbital    leading
 1.00  3.394e-03  2.380e-03 -1.316e-03 -1.917e-03
 0.50  6.954e-04  5.950e-04 -3.907e-04 -4.792e-04
 0.25  1.602e-04  1.487e-04 -1.076e-04 -1.198e-04
 0.10  2.450e-05  2.380e-05 -1.833e-05 -1.917e-05
 0.02  9.575e-07  9.520e-07 -7.598e-07 -7.667e-07
small-delta limit / curvature formula: 0.999983
small-delta limit / orbital formula: 0.999958
Sigma, poles against integral: 1.1e-15 hartree
E full against direct Hamiltonian: 3.0e-09 hartree
verified
```
